# LSDA exchange for fractionally occupied hydrogen and for stretched H₂⁺

## Question

I am trying to understand fractional charge with the simplest atom available. I take hydrogen, keep the orbital fixed as the exact 1s function, and put $f$ electrons into it, with $0\le f\le 1$. For the energy I use the local spin-density approximation (LSDA) for exchange and no correlation.

I have read that the energy should be a straight line in $f$. My Hartree energy goes as $f^2$ and my exchange energy as some other power, so I don't get a line. Three things stop me.

1. From which line should I measure the deviation? My energy at $f=1$ is not $-\tfrac12$ hartree, so the line through my own end points is not the true line.
2. What is the deviation as a formula, and does it have one sign for all $f$?
3. I am told that $f=\tfrac12$ "is" dissociated H$_2^+$. But H$_2^+$ has one whole electron. Where does half an electron come in, and does the correspondence hold quantitatively, including the Coulomb terms between the two halves?

## Answer

I use hartree atomic units, with energies in hartree and lengths in bohr. The electron has spin up. Its density is $f n_1(r)$, where $n_1=e^{-2r}/\pi$ is the density of the 1s orbital $e^{-r}/\sqrt\pi$.

### Why the true energy is a line

An atom with $f$ electrons on average is a statistical mixture: with probability $p_N$ it holds $N$ electrons, and $\sum_N N p_N=f$. In the field of one proton, no electron can have a one-electron energy below $-\tfrac12$, and the repulsion between electrons is not negative. Hence the $N$-electron energy satisfies $E_N\ge -N/2$, and

$$
\sum_N p_N E_N\;\ge\;-\tfrac12\sum_N N p_N=-\tfrac{f}{2}.
$$

The mixture of a bare proton (weight $1-f$, energy 0) and a hydrogen atom (weight $f$, energy $-\tfrac12$) reaches this bound. The true energy is therefore $-f/2$.

### The LSDA energy at occupation $f$

**One-electron part.** Kinetic energy and nuclear attraction are both proportional to the occupation. Since 1s is an eigenfunction with eigenvalue $-\tfrac12$, they add up to $-f/2$. This is already the true answer, so the Hartree and exchange terms should cancel each other.

**Hartree part.** The Hartree energy is quadratic in the density, so it equals $Jf^2$, where $J$ is its value for $n_1$. Build up the spherical charge from the inside outwards. A shell of charge $Q'(r)\,dr$ is brought to radius $r$ against the charge $Q(r)$ already inside, which costs $Q Q'/r\,dr$. Here

$$
Q'(r)=4\pi r^2n_1=4r^2e^{-2r},\qquad Q(r)=1-e^{-2r}(1+2r+2r^2).
$$

Differentiating $Q$ gives back $Q'$, and $Q(0)=0$. With $\int_0^\infty r^k e^{-ar}dr=k!/a^{k+1}$,

$$
J=\int_0^\infty 4r e^{-2r}\left[1-e^{-2r}(1+2r+2r^2)\right]dr
=1-4\left[\tfrac1{16}+\tfrac{4}{64}+\tfrac{12}{256}\right]=1-\tfrac{11}{16}=\tfrac5{16}.
$$

**Exchange part.** For an unpolarized density the local approximation is

$$
E_x^{\rm unp}[n]=-\tfrac34\left(\tfrac3\pi\right)^{1/3}\int n^{4/3}\,d^3r .
$$

Exchange acts between electrons of equal spin, so it is a sum of a spin-up and a spin-down contribution. An unpolarized system of density $2n$ has two equal contributions, each from a spin density $n$. A density $n$ that is entirely spin up therefore has half the exchange energy of that system:

$$
E_x[n,0]=\tfrac12E_x^{\rm unp}[2n]
=-\tfrac34\left(\tfrac3\pi\right)^{1/3}\tfrac12\,2^{4/3}\int n^{4/3}d^3r
=-\tfrac34\left(\tfrac6\pi\right)^{1/3}\int n^{4/3}d^3r .
$$

Setting $n=fn_1$ takes out a factor $f^{4/3}$. The remaining integral is

$$
\int n_1^{4/3}d^3r=\pi^{-4/3}\,4\pi\int_0^\infty r^2e^{-8r/3}dr
=4\pi^{-1/3}\cdot 2\left(\tfrac38\right)^3=\tfrac{27}{64}\,\pi^{-1/3}.
$$

The exchange energy is thus $-Af^{4/3}$ with

$$
A=\tfrac34\cdot\tfrac{27}{64}\left(\tfrac{6}{\pi}\right)^{1/3}\pi^{-1/3}
=\tfrac{81}{256}\left(\tfrac{6}{\pi^2}\right)^{1/3}=0.26804 .
$$

Altogether,

$$
E(f)=-\tfrac f2+Jf^2-Af^{4/3}.
$$

### Two lines, two deviations

Both of your candidate lines are useful, but they answer different questions.

The error against the true line is

$$
D(f)=E(f)+\tfrac f2=Jf^2-Af^{4/3}.
$$

The deviation from linearity is measured from the chord between the method's own end points, $E(0)=0$ and $E(1)=-\tfrac12+J-A$:

$$
\Delta(f)=E(f)-fE(1)=J(f^2-f)-A(f^{4/3}-f),
$$

that is,

$$
\boxed{\Delta(f)=-Jf(1-f)+Af\left(1-f^{1/3}\right)}
$$

The two are related by $\Delta(f)=D(f)-fD(1)$, because the chord differs from the true line by $fD(1)$.

To find the sign of $\Delta$, put $x=f^{1/3}$ and use $1-x^3=(1-x)(1+x+x^2)$:

$$
\frac{\Delta}{f}=(1-x)\left[A-J(1+x+x^2)\right].
$$

The bracket is at most $A-J=-0.0445$, and $1-x$ is positive for $f<1$. So $\Delta<0$ for all $0<f<1$: the LSDA curve lies below its chord.

At $f=\tfrac12$ the two parts are

$$
-\tfrac J4=-0.078125,\qquad \tfrac A2\left(1-2^{-1/3}\right)=0.027648,
$$

so $\Delta(\tfrac12)=-0.0505$ hartree, or $-1.374$ eV. The Hartree term bends the curve down from its chord, and LSDA exchange takes back only about a third of that. Exact exchange for this orbital would be $-Jf^2$ and would take back all of it.

Some values in hartree:

| $f$ | $E(f)$ | $\Delta(f)$ | $D(f)$ |
|---|---|---|---|
| 0.05 | −0.0292 | −0.0064 | −0.0042 |
| 0.25 | −0.1477 | −0.0338 | −0.0227 |
| 0.50 | −0.2782 | −0.0505 | −0.0282 |
| 0.75 | −0.3819 | −0.0402 | −0.0069 |
| 1.00 | −0.4555 | 0 | 0.0445 |

The last column changes sign. From $D=0$ one finds $f^{2/3}=A/J$, or $f=0.794$. Below this occupation LSDA exchange outweighs the Hartree term and the energy is too low. Above it, exchange is too weak to cancel the self-repulsion, and the energy is too high. A small error at one occupation, such as $f=0.75$, therefore says little about the others.

### The curve is not convex everywhere

Lying below the chord is not the same as being convex. The second derivative is

$$
E''(f)=2J-\tfrac49Af^{-2/3},
$$

which is negative for $f<(2A/9J)^{3/2}=0.083$. At small occupation the power $f^{4/3}$ from exchange dominates $f^2$, and the curve is concave there.

The deepest point of $\Delta$ follows from

$$
\Delta'(f)=-J(1-2f)+A\left(1-\tfrac43f^{1/3}\right)=0 .
$$

The slope $\Delta'$ starts at $A-J<0$, first decreases and then increases, since $\Delta''=E''$. It ends at $\Delta'(1)=J-\tfrac13A>0$, so it vanishes once. Solving numerically gives $f=0.5355$ with $\Delta=-0.0508$. The half-filled point is close to the minimum but is not the minimum.

### Where half an electron appears in H₂⁺

Place protons $a$ and $b$ at a large distance $R$, and let $\phi_a$ and $\phi_b$ be the frozen 1s orbitals on them. One whole electron can occupy

$$
\psi=\sqrt f\,\phi_a+\sqrt{1-f}\,\phi_b .
$$

The bonding orbital is the case $f=\tfrac12$. The density is

$$
|\psi|^2=f\phi_a^2+(1-f)\phi_b^2+2\sqrt{f(1-f)}\,\phi_a\phi_b ,
$$

and the last term vanishes exponentially with $R$. Near proton $a$ the density is then that of a hydrogen atom with occupation $f$, also fully spin polarized. The LSDA exchange energy is an integral over local values of the density, so it becomes the sum of the values for the two separate regions. It has no information that the two pieces belong to one electron. This is how a fractional occupation enters a system with an integer number of electrons.

Each region contributes its own atomic energy, $E(f)$ and $E(1-f)$. The Coulomb terms between the regions remain. A spherical charge acts on a distant point as if it sat at its centre, so up to exponentially small terms they are:

- attraction of each piece to the other proton: $-f/R-(1-f)/R=-1/R$;
- repulsion of the protons: $+1/R$;
- Hartree repulsion between the pieces: $+f(1-f)/R$.

The first two cancel, and

$$
E_{\rm ion}(R)\to E(f)+E(1-f)+\frac{f(1-f)}R .
$$

For the bonding orbital this is $2E(\tfrac12)+1/(4R)$. Now compare the limit $R\to\infty$ with a hydrogen atom plus a bare proton in the same approximation, whose energy is $E(1)$:

$$
2E(\tfrac12)-E(1)=2\left[E(\tfrac12)-\tfrac12E(1)\right]=2\Delta(\tfrac12)
=-\tfrac J2+A\left(1-2^{-1/3}\right).
$$

In numbers,

$$
-0.5565-(-0.4555)=-0.1010\ \text{hartree}=-2.747\ \text{eV}.
$$

The true value of this difference is zero, because one electron shared between two infinitely distant protons has energy $-\tfrac12$, the same as H + H$^+$. The deviation from linearity at $f=\tfrac12$, doubled because there are two half-filled atoms, is the whole discrepancy.

The two reference lines return here. Using $\Delta(\tfrac12)=D(\tfrac12)-\tfrac12D(1)$,

$$
2\Delta(\tfrac12)=2D(\tfrac12)-D(1)=-0.0565-0.0445=-0.1010 .
$$

Relative to the true energy $-\tfrac12$, the stretched ion is too low by 0.0565. The LSDA hydrogen atom is too high by 0.0445. The gap between these two descriptions of the same dissociated system, $2E(\tfrac12)-E(1)$, contains both errors, and they add.

### Finite distance

The limiting formula can be compared with the energy of the frozen bonding orbital at finite $R$. For this I expanded the 1s orbital on each proton in 13 $s$-type Gaussians, normalized the sum of the two orbitals with their overlap included, and evaluated the LSDA exchange-only energy without changing the orbital:

| $R$ | computed | $2E(\tfrac12)+1/(4R)$ |
|---|---|---|
| 8 | −0.52645 | −0.52524 |
| 12 | −0.53568 | −0.53566 |
| 20 | −0.54399 | −0.54399 |
| 40 | −0.55024 | −0.55024 |

The finite basis leaves the last digit of the computed column uncertain by one unit: with the exact 1s orbital the value at $R=12$ is $-0.53569$. At $R=8$ the overlap terms left out of the formula still matter at the level of 0.001 hartree. At $R=20$ they are no longer visible. Over this range the energy rises as the protons approach, which is the spurious repulsion $1/(4R)$ between two halves of the same electron.

### Is equal sharing really preferred?

For the true energy, every $f$ gives the same result at infinite distance. For LSDA exchange, let $S(f)=E(f)+E(1-f)$, and write $p=(1-f)^{1/3}$ and $q=f^{1/3}$. From $E'(f)=-\tfrac12+2Jf-\tfrac43Af^{1/3}$,

$$
S'(f)=E'(f)-E'(1-f)=-2J(p^3-q^3)+\tfrac43A(p-q)
=-(p-q)\left[2J(p^2+pq+q^2)-\tfrac43A\right].
$$

Since $p$ and $q$ lie between 0 and 1, $p^2+pq+q^2\ge p^3+q^3=1$. Also $2J=0.625$ exceeds $\tfrac43A=0.357$, so the bracket is positive. For $f<\tfrac12$ we have $p>q$ and $S'<0$: the energy falls steadily until the electron is shared equally. By symmetry it rises again beyond $f=\tfrac12$.

The same Gaussian calculation at $R=20$ shows the preference, with the Coulomb term included. The energy is $-0.4555$ with the electron on one proton, $-0.5202$ for a split of $\tfrac14$ and $\tfrac34$, and $-0.5440$ for equal sharing.

The delocalized orbital is not itself the fault. For one electron, exact exchange is minus the full Hartree energy. At large $R$, up to exponentially small overlap terms, it contributes $-Jf^2$ and $-J(1-f)^2$ on the two sites, and $-f(1-f)/R$ between them. What remains in that limit is $-\tfrac12$ for any split. At $R=8$ the overlap terms still lower it, to $-0.5017$ for equal sharing. With exact exchange in place of LSDA, the calculation at $R=20$ gives $-0.50000$ for both the equal and the unequal split.

### What the frozen orbital leaves out

A self-consistent orbital would adapt to $f$. In the same Gaussian basis, iterating the atomic LSDA exchange-only equations at fixed occupation gives $E(\tfrac12)=-0.2791$ and $E(1)=-0.4571$. The difference $2E(\tfrac12)-E(1)$ becomes $-0.1011$ hartree, or $-2.75$ eV. Relaxation lowers the two half-filled atoms together by 0.0016 and the full atom by 0.0015, so it nearly drops out of the difference.

At finite $R$ the frozen orbital also omits the polarization of the atom by the other charge, so the table above is not a complete potential curve. Adding an LSDA correlation functional would change the numbers as well, although the true correlation energy of a single electron is zero.
